**Stress difference that stops thermomigration in a closed line**

The program tests $\sigma(T_2)-\sigma(T_1)=(Q^*/\Omega)\ln(T_2/T_1)$, where $\sigma$ is the hydrostatic stress (positive in tension), $Q^*$ the effective heat of transport, $\Omega$ the atomic volume, and $T_1$, $T_2$ the cold-end and hot-end temperatures. For 0.1 eV, $1.7\times10^{-29}$ m³, 395 K and 405 K, the hot end is more tensile by 23.56 MPa. A finite-volume solution of atom conservation is asserted to reach this difference from an unstressed start, from a thermally stressed start and with a curved temperature profile. A separate count of vacancy-mediated jumps is asserted to reproduce both the stress force and the thermal force. In that jump model, the stress dependence of the vacancy formation enthalpy raises the difference by 1.01% when the cold end is stress-free. The program also asserts that an electron wind corresponding to 0.031 MA/cm² cancels the stress difference for the rough aluminium-line parameters. The relaxation time for those parameters is 4.61 h numerically, against an estimate of 4.57 h with constant stress diffusivity.

## Verification by program

```python
# Result under test: in a closed line with ends at T_COLD and T_HOT, the atom
# flux stops when
#     sigma(T_HOT) - sigma(T_COLD) = (Q / OMEGA) * ln(T_HOT / T_COLD).
# sigma: hydrostatic stress, positive in tension; Q: effective heat of
# transport, positive when atoms drift to the cold end; OMEGA: atomic volume.
# Independent roads: a time-dependent finite-volume solution of atom
# conservation, and a count of vacancy-mediated jumps between atomic planes.
import numpy as np
from scipy.constants import k as KB, e as QE
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

T_COLD, T_HOT = 395.0, 405.0
Q = 0.1 * QE
OMEGA = 1.7e-29
T_MEAN = 0.5 * (T_COLD + T_HOT)
DT = T_HOT - T_COLD

# Rough typical values for a confined aluminium interconnect
LENGTH = 50e-6             # m
D_MEAN = 1e-16             # m^2/s, effective diffusivity at T_MEAN
E_DIFF = 0.8 * QE          # J, activation energy of diffusion
MODULUS = 50e9             # Pa, effective modulus of the confined line
MISMATCH = 20e-6           # 1/K, linear expansion mismatch
RESISTIVITY = 4e-8         # ohm m
Z_EFF = 4.0                # magnitude of effective charge number
GAMMA = 1.0                # J/m^2, surface energy

log_ratio_T = np.log(T_HOT / T_COLD)
delta = Q / OMEGA * log_ratio_T
linear = Q * DT / (OMEGA * T_MEAN)
linear_error = 1 - linear / delta
assert np.isclose(linear_error, (DT / T_MEAN)**2 / 12, rtol=0.01)


# Time-dependent solution with blocked ends
N = 101
x = np.linspace(0.0, LENGTH, N)
h = x[1] - x[0]
x_face = 0.5 * (x[1:] + x[:-1])
width = np.full(N, h)
width[[0, -1]] = h / 2
gradient = np.diff(np.eye(N), axis=0) / h


def straight(pos):
    return T_COLD + DT * pos / LENGTH


def curved(pos):
    return T_COLD + DT * (pos / LENGTH)**2


def evolve(profile, start, force_to_hot=0.0):
    """Return the late stress profile and the slowest relaxation time."""
    temp_face = profile(x_face)
    diff = D_MEAN * np.exp(-E_DIFF / KB * (1 / temp_face - 1 / T_MEAN))
    kappa = diff * MODULUS * OMEGA / (KB * temp_face)
    drive = (Q / temp_face * (gradient @ profile(x)) - force_to_hot) / OMEGA
    divergence = -h * gradient.T / width[:, None]
    matrix = divergence @ (kappa[:, None] * gradient)
    source = -divergence @ (kappa * drive)
    rates = np.sort(np.linalg.eigvals(matrix).real)[::-1]
    tau = -1 / rates[1]
    dt = 0.2 * tau
    step = np.linalg.inv(np.eye(N) - dt * matrix)
    stress = start.copy()
    for _ in range(150):
        stress = step @ (stress + dt * source)
    return stress, tau


zero = np.zeros(N)
stress, tau = evolve(straight, zero)
simulated = stress[-1] - stress[0]
assert np.isclose(simulated, delta, rtol=1e-5)
assert stress[-1] > 0 > stress[0]

# The shape of the temperature profile must not matter
stress_curved, _ = evolve(curved, zero)
simulated_curved = stress_curved[-1] - stress_curved[0]
assert np.isclose(simulated_curved, delta, rtol=1e-5)

# A thermally stressed start must lead to the same final state
thermal = -3 * MODULUS * MISMATCH * (straight(x) - T_MEAN)
thermal_difference = thermal[-1] - thermal[0]
stress_thermal, _ = evolve(straight, thermal)
simulated_thermal = stress_thermal[-1] - stress_thermal[0]
assert np.allclose(stress_thermal, stress, atol=1e-5 * delta)

# End stresses when the length-averaged stress is zero
mean_log = quad(lambda s: np.log(T_COLD + DT * s), 0, 1)[0]
hot_stress = Q / OMEGA * (np.log(T_HOT) - mean_log)
cold_stress = Q / OMEGA * (np.log(T_COLD) - mean_log)
assert np.allclose([stress[0], stress[-1]], [cold_stress, hot_stress],
                   rtol=1e-4)

# Relaxation time; diffusivity varies along the line, hence 5 percent
kappa_mean = D_MEAN * MODULUS * OMEGA / (KB * T_MEAN)
tau_estimate = LENGTH**2 / (np.pi**2 * kappa_mean)
assert np.isclose(tau, tau_estimate, rtol=0.05)

# Jump model: round test enthalpies whose difference is Q
H_FORM, H_MIGR = 0.6 * QE, 0.7 * QE
V_RELAX = -0.2 * OMEGA
V_FORM = OMEGA + V_RELAX


def log_jump_ratio(t_left, t_right, s_left, s_right):
    """Log of atom jumps left-to-right over jumps right-to-left."""
    log_vac_left = -(H_FORM - s_left * V_FORM) / (KB * t_left)
    log_vac_right = -(H_FORM - s_right * V_FORM) / (KB * t_right)
    e_left, e_right = -s_left * V_RELAX, -s_right * V_RELAX
    saddle = H_MIGR + 0.5 * (e_left + e_right)
    # An atom leaves its plane with the energy supplied at that plane;
    # the vacancy starts from the opposite plane.
    forward = log_vac_right - (saddle - e_right) / (KB * t_left)
    backward = log_vac_left - (saddle - e_left) / (KB * t_right)
    return forward - backward


ds, dtemp = 1e4, 0.01
stress_slope = log_jump_ratio(T_MEAN, T_MEAN, -ds / 2, ds / 2) / ds
temp_slope = log_jump_ratio(T_MEAN - dtemp / 2, T_MEAN + dtemp / 2,
                            0.0, 0.0) / dtemp
volume_from_jumps = stress_slope * KB * T_MEAN
heat_from_jumps = -temp_slope * KB * T_MEAN**2
assert np.isclose(volume_from_jumps, OMEGA, rtol=1e-5)
assert np.isclose(heat_from_jumps, Q, rtol=1e-5)


def march(start):
    """Stress difference that balances jumps at every temperature step."""
    temps = np.linspace(T_COLD, T_HOT, 101)
    s = start
    for t_left, t_right in zip(temps[:-1], temps[1:]):
        s = brentq(lambda y: log_jump_ratio(t_left, t_right, s, y),
                   s - 1e8, s + 1e8)
    return s - start


march_free_cold = march(0.0)
march_centred = march(-delta / 2)
free_cold_formula = Q / V_FORM * ((T_HOT / T_COLD)**(V_FORM / OMEGA) - 1)
assert np.isclose(march_free_cold, free_cold_formula, rtol=1e-5)
assert np.isclose(march_centred, delta, rtol=1e-3)

# Current density whose electron wind cancels the stress difference
j_cancel = OMEGA * delta / (Z_EFF * QE * RESISTIVITY * LENGTH)
wind = Z_EFF * QE * RESISTIVITY * j_cancel
stress_wind, _ = evolve(straight, zero, wind)
assert abs(stress_wind[-1] - stress_wind[0]) < 1e-4 * delta

# Void radius beyond which the hot-end tension makes a void grow
void_radius = 2 * GAMMA / hot_stress
barrier = minimize_scalar(
    lambda r: -(4 * np.pi * (r * 1e-9)**2 * GAMMA
                - 4 / 3 * np.pi * (r * 1e-9)**3 * hot_stress) * 1e15,
    bounds=(1, 240), method="bounded")
assert np.isclose(barrier.x * 1e-9, void_radius, rtol=1e-3)

MPA = 1e6
print("GIVEN")
print(f"Cold, hot temperature: {T_COLD:.0f}, {T_HOT:.0f} K")
print(f"Effective heat of transport: {Q / QE:.2f} eV")
print(f"Atomic volume: {OMEGA:.2e} m^3")
print("MAIN RESULT")
print(f"Q/Omega: {Q / OMEGA / MPA:.1f} MPa")
print(f"ln(T_hot/T_cold): {log_ratio_T:.6f}")
print(f"Stress difference, hot minus cold: {delta / MPA:.2f} MPa")
print(f"Linear estimate: {linear / MPA:.2f} MPa")
print(f"Relative error of linear estimate: {linear_error:.1e}")
print(f"Work Omega*difference: {OMEGA * delta / QE * 1e3:.2f} meV")
print(f"Cold-end stress at zero mean: {cold_stress / MPA:.2f} MPa")
print(f"Hot-end stress at zero mean: {hot_stress / MPA:.2f} MPa")
print("TIME-DEPENDENT SOLUTION, final differences")
print(f"Unstressed start: {simulated / MPA:.2f} MPa")
print(f"Curved temperature profile: {simulated_curved / MPA:.2f} MPa")
print(f"Thermally stressed start: {simulated_thermal / MPA:.2f} MPa")
print("JUMP MODEL")
print(f"Test formation enthalpy: {H_FORM / QE:.2f} eV")
print(f"Test migration enthalpy: {H_MIGR / QE:.2f} eV")
print(f"Relaxation volume / Omega: {V_RELAX / OMEGA:.2f}")
print(f"Volume found from jumps: {volume_from_jumps:.3e} m^3")
print(f"Heat of transport from jumps: {heat_from_jumps / QE:.4f} eV")
print("ROUGH ALUMINIUM-LINE INPUTS")
print(f"Length: {LENGTH * 1e6:.0f} um")
print(f"Diffusivity at mean temperature: {D_MEAN * 1e4:.1e} cm^2/s")
print(f"Activation energy of diffusion: {E_DIFF / QE:.1f} eV")
print(f"Effective modulus: {MODULUS / 1e9:.0f} GPa")
print(f"Expansion mismatch: {MISMATCH:.1e} 1/K")
print(f"Resistivity: {RESISTIVITY * 1e8:.1f} uohm cm")
print(f"Effective charge number, magnitude: {Z_EFF:.0f}")
print(f"Surface energy: {GAMMA:.1f} J/m^2")
print("TIME SCALE AND NEGLECTED EFFECTS")
print(f"Stress diffusivity kappa: {kappa_mean * 1e4:.2e} cm^2/s")
print(f"Relaxation time, estimate: {tau_estimate / 3600:.2f} h")
print(f"Relaxation time, numerical: {tau / 3600:.2f} h")
print(f"Difference, stress-dependent Q, free cold end: "
      f"{march_free_cold / MPA:.2f} MPa")
print(f"Its change from main result: {100 * (march_free_cold / delta - 1):.2f} %")
print(f"Same model, stress centred on zero: {march_centred / MPA:.2f} MPa")
print(f"Initial thermal difference, hot minus cold: "
      f"{thermal_difference / MPA:.1f} MPa")
print(f"Cancelling current density: {j_cancel / 1e10:.3f} MA/cm^2")
print(f"Critical void radius at hot end: {void_radius * 1e9:.0f} nm")
print(f"Elastic strain difference/modulus: {delta / MODULUS:.1e}")
print("success")
```

It prints:

```
GIVEN
Cold, hot temperature: 395, 405 K
Effective heat of transport: 0.10 eV
Atomic volume: 1.70e-29 m^3
MAIN RESULT
Q/Omega: 942.5 MPa
ln(T_hot/T_cold): 0.025001
Stress difference, hot minus cold: 23.56 MPa
Linear estimate: 23.56 MPa
Relative error of linear estimate: 5.2e-05
Work Omega*difference: 2.50 meV
Cold-end stress at zero mean: -11.83 MPa
Hot-end stress at zero mean: 11.73 MPa
TIME-DEPENDENT SOLUTION, final differences
Unstressed start: 23.56 MPa
Curved temperature profile: 23.56 MPa
Thermally stressed start: 23.56 MPa
JUMP MODEL
Test formation enthalpy: 0.60 eV
Test migration enthalpy: 0.70 eV
Relaxation volume / Omega: -0.20
Volume found from jumps: 1.700e-29 m^3
Heat of transport from jumps: 0.1000 eV
ROUGH ALUMINIUM-LINE INPUTS
Length: 50 um
Diffusivity at mean temperature: 1.0e-12 cm^2/s
Activation energy of diffusion: 0.8 eV
Effective modulus: 50 GPa
Expansion mismatch: 2.0e-05 1/K
Resistivity: 4.0 uohm cm
Effective charge number, magnitude: 4
Surface energy: 1.0 J/m^2
TIME SCALE AND NEGLECTED EFFECTS
Stress diffusivity kappa: 1.54e-10 cm^2/s
Relaxation time, estimate: 4.57 h
Relaxation time, numerical: 4.61 h
Difference, stress-dependent Q, free cold end: 23.80 MPa
Its change from main result: 1.01 %
Same model, stress centred on zero: 23.56 MPa
Initial thermal difference, hot minus cold: -30.0 MPa
Cancelling current density: 0.031 MA/cm^2
Critical void radius at hot end: 170 nm
Elastic strain difference/modulus: 4.7e-04
success
```
